# The Nielsen Permeability Ratio: Path Length, Flux Conservation and Flake Arrangement

## The decision

A barrier calculation for a flake-filled coating needs one factor: the permeability of the filled film divided by that of the unfilled matrix. The decision is whether the longer diffusion path enters that factor once or twice. For flakes of aspect ratio 200 at a volume fraction of 0.05, the Nielsen ratio

$$\frac{P}{P_0}=\frac{1-f}{1+af/2} \qquad (1)$$

gives 0.158. Solving the diffusion equation for half-offset ribbons with the same $a$ and $f$ gives 0.025. Used in reverse, equation (1) would assign those ribbons an aspect ratio of about 1450.

Equation (1) is a path-counting estimate. Its path length can be right while its permeability is wrong, because lengthened paths in a fixed volume must also be narrower. The sections below derive the estimate, the bound that diffusion imposes, and a replacement for one definite arrangement.

## Conventions

The film has thickness $d$ and area $A$. Its flakes are impermeable and parallel to its faces, with width $L$, thickness $W$ and aspect ratio $a=L/W$. They fill a volume fraction $f$. The matrix has uniform diffusivity $D$ and solubility $S$, unchanged by the flakes, and transport is steady.

The flux density is $\mathbf J=-D\nabla c$. A pressure difference $\Delta p$ sets the concentration difference $\Delta c=S\Delta p$ between the faces. With total flow $Q$, permeability is defined by $Q=PA\Delta p/d$. Since $P_0=DS$,

$$\frac{P}{P_0}=\frac{Qd}{DA\,\Delta c}. \qquad (2)$$

The reference arrangement consists of ribbons, infinitely long in the third direction. Neighbours in a layer are separated by a gap $g$, so the period is $p=L+g$. Layers repeat at pitch $h$, leaving channels of height $s=h-W$. Successive layers are shifted by $p/2$. One flake of cross-section $WL$ occupies each area $ph$, hence

$$f=\frac{WL}{ph}. \qquad (3)$$

## How the Nielsen ratio arises

**Number of flakes met.** Let the film contain $M$ flakes, each of face area $A_f$. Their total volume gives $MWA_f=fAd$. A straight line normal to the film, placed at random, crosses each flake with probability $A_f/A$. The mean number crossed is therefore

$$N=\frac{MA_f}{A}=\frac{fd}{W}. \qquad (4)$$

This count does not require a regular arrangement. Random placement with an expected count of 2.000 gave a sampled mean of 2.001.

**Detour per flake.** In the half-offset array, the next gap lies a lateral distance $p/2$ away, which tends to $L/2$ when $g\ll L$. In the same limit $f=W/h$, so the number of layers $d/h$ equals $N$. Adding the lateral and normal parts of the path gives

$$\ell=d+N\frac L2=d\left(1+\frac{af}{2}\right).$$

With $\tau=\ell/d$, the path estimate is $\tau=1+af/2$. The length $L/2$ comes from the half offset; it does not follow from $a$ and $f$.

**Flux.** Now assign the gradient $\Delta c/(\tau d)$ to the path and let the flow use a cross-section $(1-f)A$ normal to it:

$$Q=(1-f)A\,D\,\frac{\Delta c}{\tau d}.$$

Equation (2) then gives $P/P_0=(1-f)/\tau$, which is equation (1).

The area is the weak step. Tubes of total normal cross-section $(1-f)A$ and length $\tau d$ have volume $(1-f)Ad\,\tau$. The matrix has volume $(1-f)Ad$, so the tubes do not fit if $\tau>1$. Uniform tubes that do fit have total cross-section $(1-f)A/\tau$. The narrower area supplies a second factor $1/\tau$.

## The bound set by diffusion

The volume argument can be made rigorous without assuming uniform tubes. Divide the flow into thin stream tubes carrying $dQ$. If $d\sigma$ is the normal cross-section of a tube, then $|\mathbf J|\,d\sigma=dQ$ all along it. Integrating over the matrix volume gives

$$\int |\mathbf J|\,dV=\int dQ\int d\ell=Q\tau d, \qquad (5)$$

where $\tau$ now means the flux-weighted mean streamline length divided by $d$.

Next use $\mathbf J=-D\nabla c$ once in the square of the flux:

$$\int |\mathbf J|^2dV=-D\int \mathbf J\cdot\nabla c\,dV=-D\oint c\,\mathbf J\cdot\mathbf n\,dA.$$

The last step uses $\nabla\cdot\mathbf J=0$. Flake surfaces contribute nothing because no flux crosses them, and the sides contribute nothing if they are sealed or periodic. With $\mathbf n$ pointing outward, the inlet contributes $-c_{\rm in}Q$ to the surface integral and the outlet $+c_{\rm out}Q$. Thus

$$\int |\mathbf J|^2dV=DQ\,\Delta c. \qquad (6)$$

The Cauchy–Schwarz inequality states that $(\int|\mathbf J|dV)^2\le V_m\int|\mathbf J|^2dV$, with matrix volume $V_m=(1-f)Ad$. Inserting (5) and (6),

$$Q^2\tau^2d^2\le(1-f)Ad\,DQ\,\Delta c.$$

Dividing by $Q\tau^2d^2$ and using (2),

$$\boxed{\frac{P}{P_0}\le\frac{1-f}{\tau^2}} \qquad (7)$$

Equality requires $|\mathbf J|$ to be uniform throughout the matrix. Stagnant regions and crowding at flake edges push the permeability below the bound. The expression $(1-f)/\tau$ exceeds the bound by the factor $\tau$, even when it is given the true path length.

Equation (7) needs the path length of the actual flow. Substituting $1+af/2$ for an arrangement with a different path does not produce a bound.

## Half-offset ribbons with long channels

Let $J$ be the mean flux density through the film. Per unit ribbon length, each gap carries $Jp$. Half of this turns each way and travels a lateral distance $p/2$ in a channel of height $s$. If resistance at the gaps is neglected, the concentration drop per layer is

$$\delta c=\frac{1}{D}\,\frac{Jp/2}{s}\,\frac p2=\frac{Jp^2}{4Ds}.$$

An unfilled layer of thickness $h$ carrying the same flux would need a drop $Jh/D$. The permeability ratio is the quotient of the two drops:

$$\boxed{\frac{P}{P_0}\simeq\frac{4sh}{p^2}} \qquad (8)$$

For narrow gaps, replace $p$ by $L$ and use $h=W/f$ and $s=(1-f)h$:

$$\frac{P}{P_0}\to\frac{4(1-f)W^2}{f^2L^2}=\frac{1-f}{(af/2)^2}. \qquad (9)$$

This is the limiting form of $(1-f)/\tau^2$ when $af/2\gg1$.

Two gap resistances were neglected. Flow $Jp$ through a slit of width $g$ and length $W$ needs a drop $JpW/(Dg)$. Relative to $\delta c$ this is $4sW/(pg)$, which must be small. If $g\ll s$, flow also converges on the slit. On one side, a flux density $Jp/(\pi r)$ integrated from $r\sim g$ to $r\sim s$ gives a drop of about $(Jp/\pi D)\ln(s/g)$. Its ratio to $\delta c$ is of order $(4s/\pi p)\ln(s/g)$, and there are two sides. The gap width also shortens the channel: between gap edges the lateral distance is $p/2-g$, not $p/2$. Equation (8) therefore needs $s\ll p$, $g\ll p$ and gaps that are not too narrow by these measures.

A numerical sweep held $g=s$, $W=0.1s$ and $h=1.1s$ fixed while $L$ increased:

| $L/s$ | Solved $P/P_0$ | Equation (1) | Equation (9) |
|---:|---:|---:|---:|
| 40 | $2.56\times10^{-3}$ | $4.86\times10^{-2}$ | $2.90\times10^{-3}$ |
| 160 | $1.69\times10^{-4}$ | $1.24\times10^{-2}$ | $1.74\times10^{-4}$ |
| 640 | $1.07\times10^{-5}$ | $3.12\times10^{-3}$ | $1.08\times10^{-5}$ |

Relative to equation (9), the solved value is low by 12%, 3.1% and 0.8%. Most of this difference comes from replacing $p$ by $L$: equation (8) gives $4(1.1)/41^2=2.62\times10^{-3}$ in the first row, 2.2% above the solution.

Between the last two rows, a fourfold increase in $L$ lowers the solved permeability by a factor of 15.8. Equation (1) predicts 3.98. For the longest flakes, streamlines traced through the computed flow have a mean length, divided by the film thickness, equal to $1+af/2$ within 0.1%. The path count is accurate there, while the Nielsen permeability is too high by a factor of about 290.

## Isolated ribbons

When $af$ is small and the flakes are far apart in both directions, flow passes around separate flakes instead of through long channels. Place a thin ribbon on $y=0$, $|x|<R$, with $R=L/2$, in a distant concentration field $c=Gy$. With $z=x+iy$, take

$$c=G\,\operatorname{Im}\sqrt{z^2-R^2},$$

where the branch cut lies along the ribbon and the root tends to $z$ far away. The imaginary part is harmonic and has the required distant form. The real part is the conjugate function, whose contours are streamlines. It is zero on the ribbon, so no flux crosses the ribbon.

Just above and below the cut, the root is $\pm i\sqrt{R^2-x^2}$. The concentration jump and its integral are

$$[c]=2G\sqrt{R^2-x^2},\qquad \int_{-R}^{R}[c]\,dx=\pi R^2G=\frac{\pi L^2}{4}G.$$

Let there be $n=f/(LW)$ ribbons per unit cross-sectional area. The mean concentration rise across the film has two parts: the integrated matrix gradient and the jumps. If $J$ is the magnitude of the mean flux density, the first part contributes $J/D$ per unit thickness. For thin ribbons far apart, $G=J/D$ to leading order. Therefore

$$\frac{\Delta c}{d}=\frac JD\left(1+n\frac{\pi L^2}{4}\right).$$

Since $nL^2=af$ and $P_0/P=D\Delta c/(Jd)$,

$$\frac{P_0}{P}=1+\frac{\pi}{4}af+\cdots. \qquad (10)$$

This holds for $a\gg1$, $af\ll1$ and separations large compared with $L$ in both directions. At $af=0.0156$, with $p=h=8L$, the solved coefficient converges to 0.795 under grid refinement (the grid of the listed output gives 0.797), compared with $\pi/4=0.785$. The finite thickness $W/L=10^{-3}$ accounts for 0.004 of the difference and neighbouring ribbons for the remaining 0.005. Expanding equation (1) gives $af(1/2+1/a)$, hence 0.501 for this case. Nielsen's estimate is again too permeable for ribbons.

The path is not the reason for that shortfall. Equation (7) gives $\tau^2\le(1-f)P_0/P$, so equation (10) implies $\tau-1\le(\pi/8)af$ to first order for thin ribbons. This is less than the assumed $af/2$. The estimate overcounts the detour in this limit, yet underestimates the resistance.

## Worked example: a clay-filled oxygen barrier

Take $L=200$ nm, $W=1$ nm, $g=20$ nm and $f=0.05$. Then $a=200$, $af/2=5$ and $p=220$ nm. Equation (3) gives

$$h=\frac{(1)(200)}{(0.05)(220)}=18.18\ \text{nm},\qquad s=17.18\ \text{nm}.$$

The competing estimates are

$$\frac{1-f}{1+af/2}=\frac{0.95}{6}=0.158,$$

$$\frac{4sh}{p^2}=\frac{4(17.18)(18.18)}{220^2}=0.0258.$$

The numerical solution is 0.0254. Equation (8) is 1.5% above it, and equation (1) is 6.2 times too large. The closeness of equation (8) is partly a cancellation: the channel between gap edges is 18% shorter than the assumed $p/2$, and the neglected resistance near the gaps offsets this. Equation (9) gives $0.95/25=0.038$, about 49% too large. Its main fault is the neglected gap: relative to equation (8), it contains the factor $(p/L)^4=1.1^4=1.46$. An implementation for this arrangement should therefore keep $p$ and $L$ distinct.

The traced path ratio is 5.90, close to the estimate of 6. The bound is $0.95/5.90^2=0.0273$, and the solved permeability reaches 93% of it. The expression $(1-f)/(1+af/2)^2=0.0264$ happens to lie within 4% of the solution, but it is neither a bound nor a derived result at this gap width.

For a coating 10 µm thick, take a matrix permeability of 1.0 cm³(STP) mm/(m² day bar) and an oxygen pressure difference of 0.21 bar. The unfilled transmission is

$$\frac{(1.0)(0.21)}{0.010}=21\ \text{cm}^3\text{(STP)/(m}^2\text{ day)}.$$

In the same unit, equation (1) predicts 3.3 and the ribbon solution gives 0.53.

## What changes the answer

The following comparisons keep $L$, $W$, $f$ and $g$ fixed.

**Arrangement.** If the gaps are stacked in register, the solved ratio rises from 0.025 to 0.121. No function of $a$ and $f$ alone can give both values.

**Flake shape.** Square plates, offset by half a period in both in-plane directions, give about 0.08, three times the ribbon value. Two coarse numerical grids gave 0.077 and 0.078; further refinement converges to 0.080, about 2% above the finer of the two. In this arrangement the gap lines of successive layers cross, which leaves straight openings of side $g$ through the whole film, so the increase is not due to plate shape alone. Equation (1) is still high by a factor of two, and the predicted transmission is between 1.6 and 1.7 cm³(STP)/(m² day).

**Tilt.** Let the layers be tilted by $\theta$ about the ribbon axis throughout a wide film, with no mean lateral concentration gradient. Resolve the normal gradient along and across the layers, then project both fluxes back onto the film normal:

$$\frac{P(\theta)}{P_0}=K_\perp\cos^2\theta+K_\parallel\sin^2\theta. \qquad (11)$$

Here $K_\perp=0.0254$ is the ratio across the layers and $K_\parallel=0.9495$ the ratio along them. At $5^\circ$ the result is 0.0325, an increase of 28%. At $10^\circ$ it is 0.053, about twice the aligned value. The small transverse permeability makes even a small projection of the parallel flow important.

**Flake leakage.** A flake permeability of $10^{-4}$ times that of the matrix raises the ribbon ratio from 0.0254 to 0.0278, or 9%. With impermeable flakes and an unchanged matrix, $D$ and $S$ cancel from the ratio, so temperature then affects $P$ through $P_0$.

## Relation to real coatings

The example lies in the regime of polyamide filled with exfoliated montmorillonite. A sheet thickness near 1 nm, widths of order 100 nm and loadings of a few volume percent are rough typical values; the matrix permeability is also rough and changes with humidity. With densities near 2.8 and 1.13 g/cm³, $f=0.05$ is about 11 to 12% clay by weight, a high loading at which separation into single sheets cannot be taken for granted. An oxygen molecule of about 0.35 nm is 2% of the channel height, and the coating contains about 550 layers, so a continuum description with many repeats is reasonable as far as the gas molecule is concerned. The 17 nm channel is, however, of the order of the size of a polymer coil, so unchanged $D$ and $S$ remain an assumption, and the transmission of 0.53 is the value for an ideal regular array, not a prediction for a real coating. Real sheets are finite, irregular and imperfectly aligned, which breaks the ribbon model: the calculated plate array is three times as permeable as the ribbons, and a $10^\circ$ tilt doubles the ribbon value. Incomplete exfoliation also matters. If sheets remain in pairs at fixed $f$, $L$ and $g$, then $W$, $h$ and $s$ double, and equation (8) predicts a fourfold higher permeability. That overstates the change: the channels are then higher relative to their length, the neglected gap resistance matters more, and solving the diffusion equation gives a ratio of about 0.075, a threefold increase. Swelling, voids and altered polymer at the sheet surfaces are not included.

For implementation, equation (8) applies to aligned, half-offset ribbons with long channels and small gap resistance, and equation (10) to isolated thin ribbons. Finite plates or another arrangement call for a solution of the diffusion equation in their own geometry. Equation (1) can be fitted to one measured permeability by adjusting $a$, but such agreement would not establish its path model or determine the aspect ratio. The main values used here are listed in the numerical output.

## Computed values

```
flakes crossed, sampled and f d/W: 2.001, 2.000
sweep: L/s, a f/2, P/P0 solved, Nielsen, quadratic limit, tau
  40, 17.74, 2.5613e-03, 4.8633e-02, 2.8963e-03, 18.64
  160, 72.28, 1.6880e-04, 1.2414e-02, 1.7414e-04, 73.19
  640, 290.46, 1.0693e-05, 3.1196e-03, 1.0777e-05, 291.37
traced tau / (1+a f/2), longest flakes: 0.9997
fall of P for 4 times L, solved: 15.79
fall of P for 4 times L, Nielsen: 3.98
dilute test a f: 0.015625
dilute coefficient, solved and pi/4: 0.7973, 0.7854
dilute coefficient, Nielsen: 0.5010
L, W, gap: 200, 1, 20 nm
a: 200; f: 0.05; a f/2: 5.00
layer pitch and channel height: 18.18, 17.18 nm
coating thickness: 10 um
number of layers: 550
Nielsen path ratio 1+a f/2: 6.000
Nielsen P/P0: 0.1583
ribbon P/P0, solved and finer grid: 0.02544, 0.02545
Nielsen / solved ribbon: 6.22
tau, traced and volume integral: 5.899, 5.899
(1-f)/tau with traced tau: 0.1610
upper bound (1-f)/tau^2: 0.02730
solved P / upper bound: 0.9317
(1-f)/(1+a f/2)^2: 0.02639
(1-f)/(a f/2)^2: 0.03800
flakes in register, P/P0: 0.1206
square plates, P/P0, two grids: 0.0770, 0.0784
flake relative permeability: 1e-04
P/P0 with leaking flakes: 0.02775
P/P0 along the layers: 0.9495
P/P0 at 5 degrees uniform tilt: 0.0325
P/P0 at 10 degrees uniform tilt: 0.0533
molecule size (rough): 0.35 nm
molecule size / channel height: 0.0204
matrix permeability: 1.0 cm3(STP) mm/(m2 day bar)
oxygen pressure difference: 0.21 bar
O2 transmission, unfilled: 21.000 cm3(STP)/(m2 day)
O2 transmission, Nielsen: 3.325 cm3(STP)/(m2 day)
O2 transmission, ribbons: 0.534 cm3(STP)/(m2 day)
O2 transmission, square plates: 1.645 cm3(STP)/(m2 day)
```
